\section*{Inverse Cube-Root Oxide Field at an Equipotential Right-Angled Silicon Corner, part 2}

We seek the oxide field near a sharp silicon edge. Silicon fills $x>0$, $y<0$ and extends unchanged along the third direction. The oxide around it is uniform and charge-free. The potential is $\phi=0$ on the silicon surface and $\phi=V>0$ on the gate. The oxide has thickness $t$ on both faces, and the gate has a square corner at $x=-t$, $y=t$. Far from the corner the field is $E_0=V/t$.

Let $r$ be the distance from the edge and $\theta$ the angle from the horizontal silicon face, with $0<\theta<3\pi/2$ in the oxide. A first derivation, by harmonics $a_nr^{2n/3}\sin(2n\theta/3)$, gave $|\mathbf E|=Kr^{-1/3}$ near the edge, with $K=2a_1/3>0$. It bounded the relative correction by order $r^{2/3}$. The exponent does not depend on the gate's shape; a grid test with oxides of 50 and 25 nm on the two faces agreed. The value of $K$ does depend on the gate, and a conformal map will now supply it.

The silicon is an equipotential only at distances large compared with the depth of its electron charge. For a flat surface with Boltzmann electrons as the only charge, half of the charge lies within $\lambda=2V_T/E_s$, and the surface density is $n_s=\varepsilon_0\varepsilon_{\rm si}E_s^2/(2eV_T)$. Here $V_T=k_BT/e$, $e$ is the elementary charge and $E_s$ is the surface field on the silicon side.

Much closer to the edge, in the Boltzmann continuum model with a symmetric gate, the leading variation of the potential is $r^\nu$, as for a charge-free silicon wedge, with
\begin{equation}
\nu=\frac4\pi\arctan\sqrt{\frac{\kappa+3}{3\kappa+1}} .
\label{nu}
\end{equation}
Here $\kappa=\varepsilon_{\rm si}/\varepsilon_{\rm ox}$. With relative permittivities $\varepsilon_{\rm si}=11.7$ and $\varepsilon_{\rm ox}=3.9$, $\nu=0.839$, and the field diverges only as $r^{-0.161}$.

The example has $t=50$ nm and $V=10$ V. Fields are in MV/cm and distances in nm.

\subsection{The map}

Write $z=x+iy$ and let $\zeta$ run over the upper half-plane. Consider
\begin{equation}
\frac{dz}{d\zeta}=\frac t\pi\,\frac1\zeta
\left(\frac{\zeta-1}{\zeta+1}\right)^{1/2},\qquad z(1)=0 .
\label{map}
\end{equation}
As $\zeta$ moves to the right along the real axis, the argument of $dz/d\zeta$ is the direction of travel along the image:
\begin{itemize}
\item For $\zeta>1$ the argument is 0. The image runs to the right from the origin, along the horizontal silicon face.
\item For $0<\zeta<1$ the factor $(\zeta-1)^{1/2}$ adds $\pi/2$. The image runs upwards to the origin, along the vertical silicon face.
\item For $-1<\zeta<0$ the factor $1/\zeta$ adds $-\pi$. The total is $-\pi/2$, and the image runs downwards, along the vertical gate face.
\item For $\zeta<-1$ the factor $(\zeta+1)^{-1/2}$ adds $-\pi/2$. The total is $-\pi$, and the image runs to the left, along the horizontal gate face.
\end{itemize}
The oxide lies to the left of the direction of travel throughout.

The spacing follows from small and large semicircles $\zeta=\varrho\exp(i\alpha)$, with $\alpha$ running from 0 to $\pi$. For large $\varrho$, $dz=(t/\pi)i\,d\alpha$, and the total step from silicon to gate is $it$. For small $\varrho$ the square root tends to $i$, so $dz=-(t/\pi)d\alpha$ and the step is $-t$. Both layers have thickness $t$. The boundary is traced once, so the map covers the oxide once.

The function
\begin{equation}
\phi=\frac V\pi\arg\zeta=\operatorname{Im}\left(\frac V\pi\ln\zeta\right)
\end{equation}
is harmonic, vanishes on the positive real axis (the silicon) and equals $V$ on the negative one (the gate). The field strength is the modulus of the derivative of the complex potential:
\begin{equation}
|\mathbf E|=\frac V\pi\,\frac1{|\zeta|}\left|\frac{dz}{d\zeta}\right|^{-1}
=E_0\left|\frac{\zeta+1}{\zeta-1}\right|^{1/2}.
\label{mapfield}
\end{equation}

\subsection{Position and field in closed form}

Define $p=[(\zeta-1)/(\zeta+1)]^{1/2}$, so that $|p|=E_0/|\mathbf E|$. Then $\zeta=(1+p^2)/(1-p^2)$, and
\begin{equation}
\frac{d\zeta}{\zeta}=\left(\frac{2p}{1+p^2}+\frac{2p}{1-p^2}\right)dp
=\frac{4p}{1-p^4}\,dp .
\end{equation}
Equation~(\ref{map}) becomes
\begin{equation}
dz=\frac{4t}{\pi}\frac{p^2}{1-p^4}\,dp
=\frac{2t}\pi\left(\frac1{1-p^2}-\frac1{1+p^2}\right)dp .
\label{dz}
\end{equation}
The edge is at $p=0$, and integration from there gives
\begin{equation}
z=\frac{2t}{\pi}(\operatorname{artanh}p-\arctan p)
=\frac{4t}{\pi}\left(\frac{p^3}{3}+\frac{p^7}{7}+\cdots\right).
\label{position}
\end{equation}
Close to the edge, $r=|z|=(4t/3\pi)|p|^3$ in every direction. Since $|\mathbf E|=E_0/|p|$,
\begin{equation}
\boxed{|\mathbf E|\simeq E_0\left(\frac{4t}{3\pi r}\right)^{1/3}},\qquad
K=E_0\left(\frac{4t}{3\pi}\right)^{1/3}.
\label{law}
\end{equation}

The next term shows how far the law reaches. Put $\eta=(3\pi r/4t)^{1/3}$. On a silicon face $p$ can be taken real, and $\eta^3=p^3(1+3p^4/7+\cdots)$. Hence $p=\eta(1-\eta^4/7+\cdots)$ and
\begin{equation}
|\mathbf E|=\frac{E_0}{\eta}\left(1+\frac{\eta^4}{7}+\cdots\right).
\end{equation}
On the bisector $p=|p|\exp(i\pi/4)$ and $p^4$ is negative, so there the correction is $-\eta^4/7$. It varies as $r^{4/3}$, not as the $r^{2/3}$ allowed by the general bound, because the harmonic $n=2$ is odd about the bisector and is absent for a symmetric gate.

\subsection{A 50 nm oxide with a 10 V drop}

Here $E_0=10\ \mathrm V/50\ \mathrm{nm}=2.00$ MV/cm and $4t/3\pi=21.2$ nm, so
\begin{equation}
K=2.00\times(21.2)^{1/3}=5.54\ \mathrm{MV\,cm^{-1}\,nm^{1/3}} .
\end{equation}
The table gives the field on a silicon face in MV/cm. The grid values come from Laplace's equation solved directly, without the map.

\begin{center}
\begin{tabular}{cccc}
$r$ (nm) & Eq.~(\ref{law}) & Eq.~(\ref{position}) & grid\\ \hline
1 & 5.54 & 5.55 & 5.55\\
2 & 4.39 & 4.42 & 4.42\\
5 & 3.24 & 3.30 & 3.30\\
10 & 2.57 & 2.70 & 2.70\\
20 & 2.04 & 2.29 & 2.29
\end{tabular}
\end{center}

Relative to the full map, the cube-root law is 2\% low at 5 nm, 5\% low at 10 nm and 11\% low at 20 nm. The coefficient $a_1$, projected from the grid solution at $r=5$ nm, is 0.831 V/nm$^{2/3}$, equal to $3K/2$ at this precision. On the bisector at 2.14 nm the grid gives 4.27 MV/cm and the law 4.30; the correction $-\eta^4/7$ accounts for the difference.

\subsection{A rounded corner}

Any equipotential of the sharp problem can be replaced by a conductor without changing the field outside it. Those near the silicon are rounded corners. Let the sharp parent problem have thickness $t_s$ and drop $V_s$, with $V_s/t_s=E_0$, and take the equipotential $\arg\zeta=\alpha$. Its apex is at $\zeta=\exp(i\alpha)$, where $p^2=i\tan(\alpha/2)$.

The radius of curvature follows from the field. Write $\nabla\phi=|\mathbf E|\hat{\mathbf n}$, with $\hat{\mathbf n}$ pointing out of the conductor. Laplace's equation gives
\begin{equation}
0=\nabla\cdot(|\mathbf E|\hat{\mathbf n})
=\frac{d|\mathbf E|}{d\ell}+|\mathbf E|\,\nabla\cdot\hat{\mathbf n},
\end{equation}
where $\ell$ is distance along the normal and $\nabla\cdot\hat{\mathbf n}=1/\rho$ for radius $\rho$. On the bisector $p=u\exp(i\pi/4)$ and $|\mathbf E|=E_0/u$. Equation~(\ref{dz}) gives $d\ell=(4t_s/\pi)u^2du/(1+u^4)$, so
\begin{equation}
\frac1\rho=-\frac{d\ln|\mathbf E|}{d\ell}=\frac1u\frac{du}{d\ell}
=\frac{\pi(1+u^4)}{4t_su^3}.
\end{equation}
With $g=1/u=E_{\rm peak}/E_0$ at the apex,
\begin{equation}
\rho=\frac{4t_s}{\pi}\frac{g}{g^4+1},\qquad
E_{\rm peak}\simeq E_0\left(\frac{4t_s}{\pi\rho}\right)^{1/3}
\quad(\rho\ll t_s).
\end{equation}
The cube root survives, with the radius in place of the distance. Far from the corner the remaining oxide has thickness $t=t_s(1-\alpha/\pi)$, with $\tan(\alpha/2)=u^2$.

For $\rho=5$ nm, with the remaining oxide held at 50 nm and its drop at 10 V, these equations give $t_s=56.1$ nm and $g=2.40$. The peak field is 4.8 MV/cm. The small-radius formula gives 4.85 MV/cm, 1\% more. The shape is one particular rounding, not a circular arc joined to two planes. Its curvature is $1/\rho$ only at the apex and smaller elsewhere, so it is blunter than an arc of the same radius. A circular arc of 5 nm with the same oxide and drop has a peak field near 5.6 MV/cm.

\subsection{How far silicon departs from the model}

\textbf{Classical screening.} The planar field in the silicon is $E_s=2.00\times3.9/11.7=0.667$ MV/cm, and at 300 K $\lambda=0.78$ nm. If the planar formula is used locally, $\lambda$ shrinks as $E_0/|\mathbf E|$ near the edge. It equals $r$ when $r^{2/3}=0.776/(21.2)^{1/3}$ in nm units, or $r\simeq0.15$ nm. For this classical layer the weaker divergence of Eq.~(\ref{nu}) thus belongs to distances below the spacing of the atoms, where the continuum model has no physical meaning. The quantum depth below ends the cube-root law much earlier, near 2 nm. A nonlinear solution with Boltzmann electrons changes the face field by about 0.5\% or less at the five radii of the table, relative to the map.

\textbf{Quantum depth.} This matters more. In a triangular well of field $F$, the lowest level is $2.338\,eFL$ with $L=(\hbar^2/2m_zeF)^{1/3}$. In a linear potential the mean potential energy is two thirds of the total, so the mean depth is $(2/3)\times2.338\,L$. The field falls from $E_s$ to zero across the electron layer, and its mean over the charge is $E_s/2$, which is taken for $F$. With a rough mass of 0.916 electron masses, that of the lowest levels on a (100) face, the mean depth is then 1.7 nm. A (110) face, with a mass near 0.32, holds the electrons deeper. This is low, mainly because higher levels are also occupied at room temperature. With acceptors at $10^{17}$ cm$^{-3}$ the self-consistent mean depth at 300 K is about 2.3 nm on (100) and 2.7 nm on (110). As an estimate, the conducting silicon was recessed by 1.7 nm beneath charge-free silicon. Relative to the map, the normal field at the original face changes by $-17\%$ at 1 nm, less than $+1\%$ at 2 nm, $+6\%$ at 5 nm and $+2\%$ at 10 nm. The small value at 2 nm lies near a change of sign and is no evidence of accuracy there: a recess of 2.4 nm turns it into about $-9\%$.

\textbf{Statistics and doping.} The planar Boltzmann surface density, $5.6\times10^{19}$ cm$^{-3}$, is twice the effective density of states, so the electrons are already degenerate. At the edge itself the screening calculation gives more than $10^{22}$ cm$^{-3}$, far outside the range of Boltzmann statistics. For acceptors at $10^{17}$ cm$^{-3}$, depletion supplies about a quarter of the planar sheet charge, which the screening calculation assigned wholly to electrons.

\textbf{Breakdown and tunnelling.} The ideal law reaches a rough breakdown field of 10 MV/cm at $21.2\times(2/10)^3=0.17$ nm. This is no prediction of failure, since the law does not hold there. For tunnelling from the 5 nm apex, take a rough barrier $\Phi=3.1$ eV and oxide mass $m=0.42$ electron masses. The semiclassical exponent is
\begin{equation}
S=\frac2\hbar\int\sqrt{2m(\Phi-e\,\delta\phi)}\,d\ell,
\end{equation}
where $\delta\phi$ is the potential gained from the apex and the integral ends where the root vanishes. A uniform field equal to the peak gives $S=50$. The true potential gives $S=72$, because the field falls away from the apex and the barrier is longer. With a transmission factor near $10^{-31}$, this tunnelling is negligible here; a circular arc of the same radius, with $S\simeq62$, does not change that.

\textbf{The real case.} An oxide of some tens of nanometres and a gate drive near 10 V are rough values for a trench-gate power transistor, where the gate may wrap the top corner of a silicon mesa. If that corner is heavily doped n-type source, its surface is accumulated, not inverted; the electrons still screen the field, but the Boltzmann formulas above, with electrons as the only charge, do not apply as written. Real corners are rounded and their oxide need not be uniform. In the model, a 5 nm apex radius replaces the divergence by 4.8 MV/cm for the equipotential shape and by about 5.6 MV/cm for a circular arc, so the radius alone does not fix the peak field. Much thinner oxides leave no room for the law: at $t=5$ nm, $4t/3\pi$ is 2.1 nm, hardly more than the quantum depth found above if the planar field is held fixed.

\subsection{What each derivation assumes}

Both derivations assume a straight, sharp edge, equal constant potentials on the two faces, a uniform charge-free oxide and a bounded potential. They fail together when $r$ becomes comparable with the radius of a rounded edge or with the depth of the electron charge.

The harmonic derivation needs the detailed geometry only near the edge. From the gate it takes nothing but the sign of its potential and ordinary behaviour far away. It therefore proves the exponent and $K>0$ for unequal oxides and for gates of other shapes, but it gives no value of $K$. It also adapts to bounded oxide charge, which adds terms of order $r^2$, up to a logarithm, and leaves the exponent $2/3$ in place. If that charge is nowhere negative, the potential stays positive and so does $a_1$.

The conformal derivation needs the whole boundary: equal thicknesses, a square gate corner and long flat arms. In return it gives $K$, the first correction and the field at every distance. Oxide charge would invalidate it as written, since the potential would no longer be harmonic. A different gate would require a new map, with a new $K$ and the same exponent. The numerical output that follows lists the values behind the example.

\section*{Numbers as computed}
\begin{verbatim}
Oxide thickness: 50.0 nm
Oxide voltage drop: 10.0 V
Temperature: 300 K
Relative permittivity, oxide and silicon: 3.9, 11.7
Planar oxide field E0: 2.000 MV/cm
Length 4t/(3 pi): 21.221 nm
Coefficient K: 5.537 MV/cm nm^(1/3)
Face field in MV/cm: cube-root law | exact map | grid solution
  r =  1.0 nm: 5.537 | 5.551 | 5.545
  r =  2.0 nm: 4.395 | 4.422 | 4.420
  r =  5.0 nm: 3.238 | 3.305 | 3.304
  r = 10.0 nm: 2.570 | 2.701 | 2.701
  r = 20.0 nm: 2.040 | 2.291 | 2.291
Grid field exponent between 1 and 2 nm: -0.3273
a1 from grid and formula: 0.8305, 0.8306 V/nm^(2/3)
Diagonal field at r = 2.140 nm, grid and law: 4.270, 4.297 MV/cm
Unequal oxide thicknesses: 50.0, 25.0 nm
Unequal oxide, potential exponent: 0.6668
Change of normal face field from exact map: electrons | quantum recess
  r =  1.0 nm: +0.40 % | -16.65 %
  r =  2.0 nm: +0.42 % | +0.68 %
  r =  5.0 nm: +0.31 % | +5.72 %
  r = 10.0 nm: +0.23 % | +1.75 %
  r = 20.0 nm: +0.16 % | -0.05 %
Planar Boltzmann layer depth: 0.776 nm
Quantum charge depth, triangular well: 1.678 nm
Planar surface electron density: 5.56e+19 cm^-3
Boltzmann electron density at corner node: 1.41e+22 cm^-3
Conduction-band effective density: 2.82e+19 cm^-3
Planar total sheet charge / e: 4.31e+12 cm^-2
Chosen acceptor doping: 1.0e+17 cm^-3
Planar depletion charge / e: 1.04e+12 cm^-2
Dielectric-wedge potential exponent, formula and grid: 0.8391, 0.8391
Dielectric-wedge field exponent: -0.1609
Corner radius: 5.0 nm
Parent sharp-corner oxide thickness: 56.13 nm
Rounded-corner peak field: 4.806 MV/cm
Rounded-corner peak over planar field: 2.403
Small-radius formula for peak field: 4.854 MV/cm
Rough breakdown field: 10 MV/cm
Distance where ideal law reaches it: 0.170 nm
Rough barrier and oxide mass: 3.1 eV, 0.42 m_e
Tunnel exponent, uniform peak field: 50.3
Tunnel exponent, curved potential: 71.8
Estimated apex tunnel current density: 1.8e-24 A/cm^2
\end{verbatim}
